\section*{Basis-set extrapolation of the direct RPA correlation energy of helium, part 2}

Atomic units are used; correlation energies are in mEh. For helium (fixed point nucleus, $Z=2$, nonrelativistic, real orbitals) the task is to estimate the complete-basis dRPA correlation energy from $E_X=E_\infty+\mathcal A\,X^{-\alpha}$, choose $\alpha$ and assess the sensitivity to it. The cc-pV$X$Z sets hold $l\le X-1$ and give $E_3=-74.053$, $E_4=-79.349$, $E_5=-81.405$, with $E_4-E_3=-5.296$, $E_5-E_4=-2.055$. For $X<Y$,
\begin{equation}
E_\infty=E_Y+w\,(E_Y-E_X),\qquad w=\frac1{s-1},\qquad s=(Y/X)^\alpha .
\label{two}
\end{equation}
The three-point fit
\begin{equation}
\frac{E_4-E_3}{E_5-E_4}=\frac{3^{-\alpha}-4^{-\alpha}}{4^{-\alpha}-5^{-\alpha}}
\label{three}
\end{equation}
gives $\alpha_{\rm fit}=2.673$ and the limit $-83.924$. With $e(X)=E_X-E_{\rm ref}$ the error relative to the true limit $E_{\rm ref}$, and local exponent $\alpha(X)=-d\ln e/d\ln X$, the needed and fitted exponents are
\begin{equation}
\alpha^*=\frac{\ln[e(X)/e(Y)]}{\ln(Y/X)} .
\label{astar}
\end{equation}
\begin{equation}
\alpha_{\rm fit}\approx\alpha-\frac{d\ln\alpha}{d\ln X}.
\label{drift}
\end{equation}
The doubly occupied orbital $\phi$ has energy $\varepsilon$; $n=2\phi^2$. The EXX operator is $h+\hat J$ ($h$ kinetic plus nuclear, $\hat J$ the potential of $\phi^2$); HF has $h+2\hat J-\hat K$ ($\hat K$ exchange with $\phi$), the same $\phi$, $\varepsilon$ and virtual space, and
\begin{equation}
\langle f|\hat J-\hat K|f\rangle=\frac12\iint\frac{[\phi(\mathbf r)f(\mathbf r')-f(\mathbf r)\phi(\mathbf r')]^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'\ge0 .
\label{pos}
\end{equation}
For virtuals $a,b$, spins $\sigma,\tau$, gaps $\Delta_a=\varepsilon_a-\varepsilon$, $K_{ab}=\iint\frac{\phi(\mathbf r)a(\mathbf r)\,\phi(\mathbf r')b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'$, $B_{a\sigma,b\tau}=K_{ab}$ and $A_{a\sigma,b\tau}=\Delta_a\delta_{ab}\delta_{\sigma\tau}+K_{ab}$, dRPA has three equivalent forms:
\begin{equation}
AU+BW=\Omega U,\qquad BU+AW=-\Omega W,\qquad E_c=\tfrac12\Big(\sum_{\Omega>0}\Omega-\operatorname{Tr}A\Big).
\label{def}
\end{equation}
\begin{equation}
\Delta^{1/2}(\Delta+4K)\Delta^{1/2}\,T=\Omega^2T,\qquad E_c=\tfrac12\sum_a(\Omega_a-\Delta_a-2K_{aa}).
\label{plasmon}
\end{equation}
\begin{equation}
E_c=\frac1{2\pi}\int_0^\infty\operatorname{Tr}\,[\ln(1+x)-x]\,d\omega .
\label{freq}
\end{equation}
Here $x=4d^{1/2}Kd^{1/2}$, $d=\Delta/(\Delta^2+\omega^2)$; second order is $E^{(2)}=-\frac1{4\pi}\int_0^\infty\operatorname{Tr}x^2\,d\omega$. Channels decouple, $E_c=\sum_lE_l$. With $\lambda=l+\frac12$, at large $l$
\begin{align}
E_l&\to-2\lambda\int_0^\infty dr\,\frac{8\pi^2n^2}{2\pi}\cdot\frac{3\pi}{8}\,\frac{r^5}{\lambda^5}=-\frac{C}{\lambda^4},\nonumber\\
C&=3\pi^2\int_0^\infty n^2r^5\,dr .
\label{C}
\end{align}
The next term is $-D\lambda^{-6}$; relative deviations from second order fall as $\lambda^{-4}$. Missing all $l\ge X$ costs
\begin{equation}
e_{\rm ang}(X)=\frac{C}{3X^3}\Big(1+\frac{c}{X^2}+\dots\Big),\qquad c=-\frac12+\frac{3D}{5C}.
\label{ang}
\end{equation}
This gives $\alpha=3$; for the radial error $X^{-3}$ is conjectured.

\subsection*{Extrapolation and sensitivity}

For $\alpha=3$ the pair $(3,4)$, called TQ, has $s=64/27$ and $w=27/37=0.7297$; the pair $(4,5)$, called Q5, has $s=125/64$ and $w=64/61=1.0492$:
\begin{align*}
\text{TQ:}&\quad-79.349-0.7297\times5.296=-83.214\ \text{mEh},\\
\text{Q5:}&\quad-81.405-1.0492\times2.055=-83.561\ \text{mEh}.
\end{align*}
Q5 is preferred because the neglected terms of \eqref{ang} fall with $X$ (for the radial error this is assumed; the comparison with the true limit below bears the choice out); it equals $-2.274$ eV. From $ds/d\alpha=s\ln(Y/X)$ and $dw/ds=-1/(s-1)^2$,
\begin{equation}
\frac{dE_\infty}{d\alpha}=-(E_Y-E_X)\,\frac{s\ln(Y/X)}{(s-1)^2}.
\end{equation}
Since $E_Y<E_X$ the slope is positive: a smaller exponent means slower convergence, a larger remainder and a lower limit. As $\alpha\to\infty$, $w\to0$ and the extrapolation returns $E_Y$; as $\alpha\to0$, $w$ diverges. At $\alpha=3$ the Q5 slope is $2.055\times1.9531\times0.22314/0.9531^2=0.986$ mEh per unit of $\alpha$, and the TQ slope is $5.296\times2.3704\times0.28768/1.3704^2=1.923$. The factor multiplying the energy step is larger for Q5 ($0.480$ against $0.363$), but the step is $2.58$ times smaller, so Q5 is about half as sensitive.

\begin{center}
\begin{tabular}{cccccc}
$\alpha$ & 2.0 & 2.5 & 3.0 & 3.5 & 4.0\\
TQ (mEh) & $-86.158$ & $-84.380$ & $-83.214$ & $-82.398$ & $-81.800$\\
Q5 (mEh) & $-85.059$ & $-84.156$ & $-83.561$ & $-83.141$ & $-82.831$
\end{tabular}
\end{center}

The data give two hints of how far the needed exponent may lie from $3$: the fit returned $2.67$, and TQ and Q5 differ by $0.347$ mEh at $\alpha=3$. Allowing $2.5\le\alpha\le3.5$, which is a judgement and not a bound, moves Q5 over $1.015$ mEh. The three energies therefore support $E_c\approx-83.6$ mEh with a sensitivity of about $\pm0.5$ mEh, that is a limit between about $-0.0831$ and $-0.0842$ hartree.

\subsection*{The true limit}

Because the channels decouple, the limit can be computed without Gaussian extrapolation, by solving each channel in a dense B-spline radial basis and using \eqref{freq}. The HF energy in this basis is $-2.861680$ hartree against $-2.861625$ in cc-pV5Z, so the orbital $\phi$ itself is nearly converged in the Gaussian sets. The channels $l=0,\dots,4$ give $-29.195$, $-43.504$, $-7.172$, $-2.016$ and $-0.763$ mEh, and the sum up to $l=12$ is $-83.4443$ mEh. The law \eqref{C} gives $C=0.3316$ hartree. The computed $-E_l\lambda^4$ rises through $0.2801$, $0.3131$, $0.3260$, $0.3289$ hartree for $l=2,4,8,12$, and removing the $\lambda^{-2}$ term between $l=8$ and $12$ gives $0.3315$. The relative deviation of $E_l$ from second order is $0.19$ at $l=0$ and $0.12$ at $l=1$, but $2.5\times10^{-4}$ at $l=8$ and $5.5\times10^{-5}$ at $l=12$, a decay power of $3.95$ against the predicted $4$. Fixing $D=-0.411$ hartree at $l=12$ and summing the two-term form over $l\ge13$ adds $-0.0499$ mEh:
\[
E_{\rm ref}=-83.4443-0.0499=-83.494\ \text{mEh}=-2.272\ \text{eV}.
\]
A coarser radial grid changes the sum by $2\times10^{-5}$ mEh, and starting the tail after $l=9$ changes the limit by $10^{-5}$ mEh. The program whose output follows this text asserts these agreements with looser tolerances ($0.01$ mEh for the grid, $0.002$ mEh for the start of the tail, $0.5\%$ for $C$, $0.5$ for the decay power), the equality of \eqref{def}, \eqref{plasmon} and \eqref{freq}, and the match of the first three channels with a large even-tempered Gaussian basis to within $1\%$.

The limit, $-0.083494$ hartree, rounds to $-0.083$, while the Q5 estimate, $0.067$ mEh lower, rounds to $-0.084$: the true value lies so close to the rounding boundary that the third decimal cannot be settled by extrapolating these three energies. Relative to $E_{\rm ref}$ the errors are $+2.090$ mEh for cc-pV5Z itself, $+0.280$ for TQ and $-0.067$ for Q5 at $\alpha=3$, $+0.663$ for Q5 at $\alpha=4$, and $-0.430$ for the three-point fit.

\subsection*{The fault in numbers}

The errors $e(X)$ are $9.441$, $4.145$ and $2.090$ mEh. Equation \eqref{astar} gives $\alpha^*=\ln(9.441/4.145)/0.28768=2.861$ for TQ and $\ln(4.145/2.090)/0.22314=3.069$ for Q5. Both lie within $0.14$ of $3$, and the fitted $2.673$ lies below both. Equation \eqref{drift} accounts for this. Placing the two values at the geometric midpoints $\sqrt{12}$ and $\sqrt{20}$, the drift is $\ln(3.069/2.861)/\frac12\ln(20/12)=0.0702/0.2554=0.275$, the mean exponent is $2.965$, and the estimate is $2.965-0.275=2.690$, close to $2.673$. A rise of the local exponent by $0.2$ placed the fit $0.4$ below the value that the last interval needs.

The same relation describes the radially complete partial sums. From \eqref{ang}, $\ln e=\text{const}-3\ln X+c/X^2$ to first order in $c$, so $\alpha(X)=3+2c/X^2$, $d\ln\alpha/d\ln X=-4c/(3X^2)$ and $\alpha_{\rm fit}\approx3+10c/(3X^2)$. With $c=-0.5+3(-0.411)/(5\times0.3316)=-1.244$ this predicts $2.971$ at $X=12$ and $2.74$ at $X=4$; the fits to the spline sums give $2.972$ for $X=11,12,13$ and $2.766$ for $X=3,4,5$. Even a sequence whose asymptotic exponent is exactly $3$ returns a fitted value well below $3$ at these cardinal numbers. For large $X$ the exponent needed by the last interval differs from $\alpha(X)$ only at order $X^{-3}$; the fit then misses it by $4|c|/(3X^2)$ and the fixed value $3$ by $2|c|/X^2$, so asymptotically the fit is the closer of the two. At $X=3,4,5$ this does not yet hold: the last interval of the spline sums needs $2.89$ (computed below from the angular errors), which the fit $2.766$ misses by about $0.12$ from below and the value $3$ by $0.11$ from above.

The cc-pV$X$Z sequence does not follow this two-term form. The products $X^3e(X)$ are $0.2549$, $0.2653$ and $0.2612$ hartree, which are not monotonic, whereas $1+c/X^2$ is; three points cannot tell whether this is a smooth drift or an irregularity of the individual sets, but the fit is very sensitive to it. A pure $X^{-3}$ law through the cc-pV5Z point would give $e(4)=261.2/64=4.081$ mEh, which is $0.064$ mEh below the actual $4.145$. Raising $E_4$ by $0.05$ mEh, a shift of similar size, changes Q5 at fixed $\alpha=3$ by $-w\times0.05=-0.052$ mEh, but moves $\alpha_{\rm fit}$ to $2.545$ and the three-point limit by $-0.233$ mEh, $4.7$ times the shift. In the fit the shift acts twice in the same direction: it enlarges the last step, and it lowers the ratio in \eqref{three}, which lowers $\alpha$ and raises $w$.

\subsection*{How much of the success of $\alpha=3$ is derived}

Subtracting the spline partial sums splits each error into an angular part (missing $l\ge X$) and a radial part (incomplete $l<X$): $3.623+5.818$, $1.607+2.538$ and $0.843+1.246$ mEh for $X=3,4,5$. The angular part follows \eqref{ang}: at $X=5$, $0.884\,(1-1.244/25)=0.840$ mEh against $0.843$. The radial part is the larger, about $60\%$ of the total, which is why $X^3e(X)\approx0.26$ hartree exceeds $C/3=0.1105$ hartree by more than a factor of two. It sits mostly in the higher channels: cc-pV5Z recovers $43.326/43.504=99.6\%$ of the $l=1$ channel energy but only $0.410/0.763=54\%$ of the $l=4$ channel energy. Between $X=4$ and $5$ the angular part falls with exponent $\ln(1.607/0.843)/0.22314=2.89$ and the radial part with $\ln(2.538/1.246)/0.22314=3.19$. Equation \eqref{two} is linear in the energies, so the Q5 error splits in the same way. The angular part alone extrapolates to $-83.452$ mEh, an error of $+0.042$; the radial part then contributes $-0.067-0.042=-0.109$ mEh. The small total error owes something to this partial cancellation and should not be carried over to other atoms or basis families. For atoms with occupied $p$ shells $K$ also couples different $l$, and the channel-by-channel derivation has to be redone.

\subsection*{Dependence on the reference}

The same Q5 extrapolation with $\alpha=3$ gives $-84.349$ mEh with PBE orbitals and $-67.130$ mEh with HF orbitals. The direction of the HF shift can be proved at second order. Partial fractions give $\int_0^\infty d_ad_b\,d\omega=\frac{\Delta_a\Delta_b}{\Delta_b^2-\Delta_a^2}\big(\frac{\pi}{2\Delta_a}-\frac{\pi}{2\Delta_b}\big)=\frac{\pi}{2(\Delta_a+\Delta_b)}$, and $\operatorname{Tr}x^2=16\sum_{ab}d_ad_bK_{ab}^2$, so $E^{(2)}=-2\sum_{ab}K_{ab}^2/(\Delta_a+\Delta_b)=-2\,k^TM^{-1}k$. Here $k$ is the vector of the $K_{ab}$ in the space of virtual pairs, the same vector for EXX and HF because $\phi$ and the virtual space agree, and $M$ is the sum of the two gap operators. Completing the square shows $k^TM^{-1}k=\max_y(2k^Ty-y^TMy)$. By \eqref{pos} $y^TMy$ is at least as large for HF, so the maximum, and with it $|E^{(2)}|$, cannot be larger. In cc-pV5Z the lowest gap is $1.3246$ hartree for HF and $0.9322$ for EXX. For the full dRPA energy the ordering is computed here, not proved. The choice between EXX and PBE moves the result by $0.8$ mEh, comparable to the whole band $2.5\le\alpha\le3.5$, and HF moves it by $16$ mEh. The PBE and HF values are Q5 estimates, not exact limits, and carry extrapolation errors of about $0.03$ and $0.04$ mEh. All of these numbers refer to the dRPA model: the exact correlation energy of helium is roughly $-0.04$ hartree, about half the EXX and PBE values, and no basis extrapolation removes that discrepancy.

\section*{Computed results}
\begin{verbatim}
X=3: functions 14, E_HF -2.861153 Eh, Ec -74.053 mEh
X=4: functions 30, E_HF -2.861514 Eh, Ec -79.349 mEh
X=5: functions 55, E_HF -2.861625 Eh, Ec -81.405 mEh
E4-E3 -5.296 mEh, E5-E4 -2.055 mEh, ratio 2.5766
spline: E_HF -2.861680 Eh, eps_1s -0.917956 Eh, kinetic 2.861680 Eh
spline E_l l=0..4 (mEh): -29.195 -43.504 -7.172 -2.016 -0.763
spline E_l l=5..8 (mEh): -0.3484 -0.1805 -0.1026 -0.0625
spline E_l l=9..12 (mEh): -0.0402 -0.0270 -0.0188 -0.0135
5Z E_l l=0..4 (mEh): -29.059 -43.326 -6.913 -1.697 -0.410
even-tempered E_l l=0..2 (mEh): -29.193 -43.498 -7.164
-E_l (l+1/2)^4, l=2,4,8,12 (Eh): 0.2801 0.3131 0.3260 0.3289
C formula 0.3316 Eh, C from E_8 and E_12 0.3315 Eh, C/3 0.1105 Eh, D -0.411 Eh
1 - E_l/E_l(2nd order), l=0,1,8,12: 1.894e-01 1.229e-01 2.521e-04 5.505e-05
decay power of that ratio 3.95
sum l<=12 -83.4443 mEh, tail -0.0499 mEh
grid change -0.00002 mEh, l_max 9 vs 12 change -0.00001 mEh
E_ref -83.494 mEh = -2.2720 eV
X=3 missing: total -9.441, angular -3.623, radial -5.818, -C/(3X^3) -4.093 mEh
X=4 missing: total -4.145, angular -1.607, radial -2.538, -C/(3X^3) -1.727 mEh
X=5 missing: total -2.090, angular -0.843, radial -1.246, -C/(3X^3) -0.884 mEh
X=3: X^3 (E_X - E_ref) 0.2549 Eh
X=4: X^3 (E_X - E_ref) 0.2653 Eh
X=5: X^3 (E_X - E_ref) 0.2612 Eh
alpha 2.0: w_TQ 1.2857 TQ -86.158 mEh, w_Q5 1.7778 Q5 -85.059 mEh
alpha 2.5: w_TQ 0.9498 TQ -84.380 mEh, w_Q5 1.3388 Q5 -84.156 mEh
alpha 3.0: w_TQ 0.7297 TQ -83.214 mEh, w_Q5 1.0492 Q5 -83.561 mEh
alpha 3.5: w_TQ 0.5757 TQ -82.398 mEh, w_Q5 0.8448 Q5 -83.141 mEh
alpha 4.0: w_TQ 0.4629 TQ -81.800 mEh, w_Q5 0.6938 Q5 -82.831 mEh
Q5 alpha=3: -83.561 mEh = -2.2738 eV
error vs E_ref at alpha=3: TQ 0.280 mEh, Q5 -0.067 mEh
slope at alpha=3: TQ 1.923, Q5 0.986 mEh per unit alpha
spread alpha 2.5..3.5: TQ 1.982, Q5 1.015 mEh
spread alpha 2.0..4.0: TQ 4.358, Q5 2.228 mEh
alpha*: TQ 2.861, Q5 3.069
three-point: alpha 2.673, E_inf -83.924 mEh, error -0.430 mEh
E4 shifted by 0.05 mEh: alpha 2.545, E_inf change -0.233 mEh
same shift, Q5 alpha=3 change -0.052 mEh
radially complete sums: alpha(3,4,5) 2.766, alpha(11,12,13) 2.972
radially complete Q5 alpha=3: -83.452 mEh
lowest gap in 5Z: EXX 0.9322 Eh, HF 1.3246 Eh
HF ref: QZ -63.450, 5Z -65.246, Q5 -67.130 mEh
PBE ref: QZ -80.067, 5Z -82.157, Q5 -84.349 mEh
\end{verbatim}
